\section*{Why dipolar forces make uniaxial ferroelectrics nearly mean-field in three dimensions}

\section{The question}

Cool a uniaxial ferroelectric crystal towards a continuous transition and its small-signal susceptibility grows roughly as $1/(T-T_c)$, the Landau result. Landau theory replaces the polarization by its average, and close to $T_c$ that looks unsafe: fluctuations grow, and in three dimensions a one-component order parameter with short-range forces leaves mean-field behaviour. The dipolar interaction changes this. It makes most polarization waves stiff, and the few that stay soft disturb the mean field just strongly enough to produce a logarithm.

The upper critical dimension is the dimension above which fluctuations leave the mean-field powers intact. It is four for short-range forces and three for a uniaxial dipolar system. At $d=3$, approaching $T_c$ from above,
\begin{equation}
\chi\propto t^{-1}|\ln t|^{1/3},\qquad t=(T-T_c)/T_c .
\end{equation}
This assumes a continuous transition, a bulk insulating crystal, zero bias field and classical fluctuations.

\section{Why most polarization waves are stiff}

Let $P$ point along $z$. A wave $P_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$ carries bound charge $\rho=-\partial_zP$, so $\rho_{\mathbf q}=-iq_zP_{\mathbf q}$. In atomic units the Coulomb energy per volume is
\begin{equation}
\frac12\,\frac{4\pi}{\varepsilon_\perp q^2}|\rho_{\mathbf q}|^2
=\frac12\,\frac{4\pi}{\varepsilon_\perp}\frac{q_z^2}{q^2}|P_{\mathbf q}|^2 .
\label{coul}
\end{equation}
Here $\varepsilon_\perp$ is the transverse permittivity, which screens the nearly transverse waves that matter below. A wave varying across the polar axis carries no charge and pays nothing. A wave varying along the axis pays the full cost, however long it is.

Point dipoles on a simple cubic lattice show this directly. With unit cell volume and $\varepsilon_\perp=1$, the interaction should tend to $4\pi(q_z^2/q^2-1/3)$; the constant $-1/3$ merely shifts $T_c$. A direct sum at $q=0.3$ inverse lattice constants gives 8.403, 2.101 and $-4.202$ for waves at $0^\circ$, $45^\circ$ and $90^\circ$ from $z$. The formula gives 8.378, 2.094 and $-4.189$. The smooth window that makes the sum converge lowers its magnitudes by up to 0.004; without that error the lattice values exceed the formula's magnitudes by less than 0.4\% at this finite $q$.

A uniform polarization between electrodes held at fixed voltage is not stiff, because electrode charge cancels the bound surface charge. Its response defines $\chi=1/A$ below.

Take the Landau energy density $\frac12AP^2+\frac12c(\nabla P)^2+\frac14BP^4$, with $A=\alpha(T-T_c)$ in mean field. Define $\phi^2=cP^2/kT$ and divide the energy by $kT$:
\begin{equation}
\frac{H}{kT}=\frac12\int_{\mathbf q}\Big(r+q^2+g^2\frac{q_z^2}{q^2}\Big)|\phi_{\mathbf q}|^2
+\frac{u}{24}\int d^3x\,\phi^4 .
\label{ham}
\end{equation}
Matching term by term gives
\begin{equation}
r=\frac Ac,\qquad g^2=\frac{4\pi}{\varepsilon_\perp c},\qquad u=\frac{6BkT}{c^2}.
\end{equation}
The last follows from $BP^4/4kT=BkT\phi^4/4c^2$.

\section{Why the critical dimension drops by one}

A wave is soft if its dipolar cost does not exceed its gradient cost, $g^2q_z^2/q^2\lesssim q^2$. At small $q$ this requires $q_z\lesssim q_\perp^2/g\ll q_\perp$, so $q^2$ may be replaced by $q_\perp^2$. Lengths along $z$ then scale as the square of transverse lengths:
\begin{equation}
x_\perp=b\,x'_\perp,\qquad z=b^2z'.
\end{equation}
In $d$ dimensions the volume element grows as $b^{(d-1)+2}=b^{d+1}$. Keeping the gradient term fixed requires $b^{d+1}b^{-2}\phi^2=\phi'^2$, hence $\phi=b^{-(d-1)/2}\phi'$. The quartic coupling becomes
\begin{equation}
u'=b^{d+1}b^{-2(d-1)}u=b^{3-d}u .
\end{equation}
It fades above $d=3$, grows below it and is marginal at $d=3$. For short-range forces the volume factor is $b^d$, which gives $u'=b^{4-d}u$. The polar axis therefore counts as two dimensions.

The same conclusion follows from the first fluctuation correction to the coupling, $u\to u-\frac32u^2I$. Here $I$ is the integral of $G^2$, and $G$ is the inverse of the bracket in (\ref{ham}). At $d=3$, with transverse cutoff $\Lambda$, do the $q_z$ integral first:
\begin{align}
\int_{-\infty}^{\infty}\frac{dq_z}{(r+q_\perp^2+g^2q_z^2/q_\perp^2)^2}
&=\frac{\pi q_\perp}{2g(r+q_\perp^2)^{3/2}},\\
I=\frac{2\pi}{(2\pi)^3}\frac{\pi}{2g}\int_0^\Lambda\frac{q_\perp^2\,dq_\perp}{(r+q_\perp^2)^{3/2}}
&\simeq\frac1{8\pi g}\Big[\ln\frac{2\Lambda}{\sqrt r}-1\Big].
\label{I}
\end{align}
The factor $q_\perp/g$ is the narrowing wedge of soft waves. It turns the short-range result $I=1/(8\pi\sqrt r)$ into a logarithm. In $d$ dimensions the last integrand acquires $q_\perp^{d-1}$ in place of $q_\perp^2$, so below three dimensions $I\propto r^{(d-3)/2}$.

Quadrature with the full kernel, between $r=10^{-8}$ and $10^{-10}$ in units of $\Lambda^2$, gives powers of $-0.500$ at $d=2$ and $-0.252$ at $d=2.5$. With the dipolar term removed, the same powers appear one dimension higher, at $d=3$ and $3.5$. With it present at $d=3.5$, the integral changes by only 0.9\% over that range, as expected above the critical dimension.

\section{Why the dipolar term keeps its form}

The argument would fail if fluctuations altered the direction-dependent term $q_z^2/q^2$ itself. Because $G(\mathbf q)$ has a direction-dependent limit at $q\to0$, it falls off as $|x|^{-3}$ in space. The order-$u^2$ corrections involve Fourier transforms of $G^2$ for the coupling and $G^3$ for the quadratic term. These fall as $|x|^{-6}$ and $|x|^{-9}$ and are integrable at large distance. Their transforms are continuous at $q=0$ and have one limit for all directions, so they cannot produce $q_z^2/q^2$.

On a periodic $48^3$ lattice with $r=0.3$ and $g=1$ in lattice units, the smallest wavevectors along $x$ and $z$ give values of $G$ that differ by 76\% of the $x$ value. The transforms of $G^2$ and $G^3$ differ by 1.1\% and 0.03\%.

\section{Where the power one third comes from}

At $d=3$ each factor of length scale contributes equally to the logarithm, so the corrections must be accumulated scale by scale. Let $V(\phi)$ be the local free-energy density divided by $kT$. Integrate out waves in a thin shell at $q_\perp=k$, with $l=\ln(\Lambda/k)$. A Gaussian mode of stiffness $K$ contributes $\frac12\ln K$. The shell has transverse weight $k^2dl/2\pi$, so, after subtracting a field-independent constant,
\begin{equation}
\frac{dV}{dl}=\frac{k^2}{4\pi}\int\frac{dq_z}{2\pi}
\ln\frac{k^2+V''+g^2q_z^2/k^2}{k^2+g^2q_z^2/k^2}.
\end{equation}
The integral of $\ln[(a^2+s^2q_z^2)/(b^2+s^2q_z^2)]$ over all $q_z$ is $2\pi(a-b)/s$, as differentiation with respect to $a$ confirms. With $s=g/k$,
\begin{equation}
\frac{dV}{dl}=\frac{k^3}{4\pi g}\Big[\sqrt{k^2+V''}-k\Big]
\simeq\frac{1}{4\pi g}\Big[\frac{k^2V''}{2}-\frac{(V'')^2}{8}\Big].
\label{flow}
\end{equation}
Insert $V=\frac12r\phi^2+\frac1{24}u\phi^4$, for which $V''=r+\frac12u\phi^2$ and $(V'')^2=r^2+ru\phi^2+\frac14u^2\phi^4$. Comparing coefficients of $\phi^2$ and $\phi^4$ gives
\begin{align}
\frac{dr}{dl}&=\frac{k^2u}{8\pi g}-\frac{ur}{16\pi g},\label{rr}\\
\frac{du}{dl}&=-\frac{24u^2}{128\pi g}=-\frac{3u^2}{16\pi g}.\label{uu}
\end{align}
The first term of (\ref{rr}) shifts $T_c$. The second reduces the response of $r$ to temperature. Equation (\ref{uu}) integrates to
\begin{equation}
u(l)=\frac{u}{1+wl},\qquad w=\frac{3u}{16\pi g}.
\end{equation}
Let $t_r$ be the mean-field value of $r$, measured from the true $T_c$. At leading logarithmic order,
\begin{equation}
\ln\frac r{t_r}=-\int_0^l\frac{u(l')}{16\pi g}dl'=-\frac13\ln(1+wl).
\end{equation}
The flow stops when $k^2\simeq r$, so
\begin{equation}
r=t_r(1+wl)^{-1/3},\qquad l=\frac12\ln\frac{\Lambda^2}{r}.
\label{main}
\end{equation}
Since $l\simeq\frac12|\ln t|$ close to $T_c$, this is the stated law. The one third is the ratio of the coefficients in (\ref{rr}) and (\ref{uu}). The coupling fades as $1/l$: fast enough to preserve the mean-field power of $t$, too slowly to leave the amplitude constant.

Higher orders do not alter the leading power. Field renormalization begins at order $u^2$, and $\int u(l)^2dl$ converges. A term $bu^3$ added to (\ref{uu}) changes $1/u$ by an amount of order $\ln l$, small beside $l$.

A numerical flow that retains the $\phi^6$ coupling and the full square root in (\ref{flow}) supports the result within this local approximation. For $u/g=1$, between $t_r/\Lambda^2=10^{-6}$ and $10^{-32}$, it gives a power of 0.336. At the latter point the susceptibility exceeds its mean-field value by a factor 1.478, against 1.475 from (\ref{main}).

Below $T_c$ the same running parameters apply. Minimizing $-\frac12|r|\phi^2+\frac1{24}u(l)\phi^4$ gives $\phi^2=6|r|/u(l)\propto|t|(1+wl)^{2/3}$. The spontaneous polarization therefore follows $|t|^{1/2}|\ln|t||^{1/3}$ at leading order.

\section{How large the effect is}

Consider a bulk crystal in the regime of lead germanate, with rough typical values: $T_c=450$ K, Curie constant $C=10^4$ K, $\varepsilon_\perp=20$ and $P_s=5\ \mu$C/cm$^2$ at $T_1=300$ K. The transverse length amplitude $\xi_0=0.5$ nm is a chosen value, defined by $c=\alpha T_c\xi_0^2$, so that $t_r=t/\xi_0^2$. The cutoff is $\Lambda=1/\xi_0=2$ nm$^{-1}$.

With $\alpha=4\pi/C$,
\begin{equation}
g=\frac1{\xi_0}\sqrt{\frac{C}{\varepsilon_\perp T_c}}
=\frac{1}{0.5\ \mathrm{nm}}\sqrt{\frac{10^4}{20\times450}}=2.11\ \mathrm{nm}^{-1}.
\end{equation}
Because $g\simeq\Lambda$, the soft wedge starts to form near the cutoff. Below $T_c$, mean-field theory gives $P_s^2=\alpha(T_c-T_1)/B$, which fixes $B$. This carries the quartic mean-field form 150 K below $T_c$, so $B$, $u$ and $w$ are model values, not measured properties of the crystal. Thus
\begin{equation}
u=\frac{6C}{4\pi}\,\frac{kT_c\,(T_c-T_1)}{P_s^2T_c^2\xi_0^4}=15.65\ \mathrm{nm}^{-1}.
\end{equation}
To evaluate it, use $kT_c=0.0388$ eV, $P_s=0.312\,e/\mathrm{nm}^2$ and $e^2=1.44$ eV nm. Then $u/g=7.42$ and $w=3\times7.42/(16\pi)=0.443$.

The transverse correlation length is $\xi_\perp=r^{-1/2}$. Along the axis, $g^2q_z^2/q_\perp^2\sim r$ with $q_\perp^2\sim r$ gives $\xi_z=g/r=g\xi_\perp^2$. At 1 K above $T_c$, solving (\ref{main}) gives $\xi_\perp=12.3$ nm. Hence $l=\ln(12.3/0.5)=3.20$, and the enhancement over mean field is $(1+0.443\times3.20)^{1/3}=1.34$. The axial length is $\xi_z=318$ nm (3180 \AA).

\begin{center}
\begin{tabular}{rrrrr}
$T-T_c$ (K) & $\xi_\perp$ (nm) & $\chi/\chi_{\rm mf}$, (\ref{main}) & flow & $\gamma_{\rm eff}$\\
10 & 3.7 & 1.24 & 1.27 & 1.041\\
1 & 12.3 & 1.34 & 1.39 & 1.031\\
0.1 & 40 & 1.43 & 1.51 & 1.026\\
0.01 & 130 & 1.51 & 1.61 & 1.022
\end{tabular}
\end{center}

The effective exponent is $\gamma_{\rm eff}=d\ln r/d\ln t$. Differentiating (\ref{main}), with $dl=-\frac12d\ln r$, gives
\begin{equation}
\gamma_{\rm eff}=\Big[1-\frac{w}{6(1+wl)}\Big]^{-1}.
\end{equation}
It approaches one slowly, while the enhancement keeps growing.

The formula falls below the truncated flow by 2\% at 10 K and 6\% at 0.01 K, relative to the flow. These gaps depend on where the flow is truncated. The table stops at $\phi^6$; stopping instead at $\phi^8$, $\phi^{10}$ or $\phi^{12}$ changes the 1 K value from 1.39 to 1.30, 1.35 or 1.32, on either side of the formula's 1.34. The flow column is therefore uncertain by several per cent. Solving (\ref{flow}) with its full square root for the whole function $V$, without truncation, gives 1.33 at 1 K, so most of the gap comes from the truncation. Because $g\simeq\Lambda$, the narrow-wedge approximation is not accurate near the cutoff, but the net effect is small: with the same transverse cutoff, using the full kernel in the one-loop correction raises the formula's enhancements by less than 1\%.

The cutoff is also a choice: doubling it alone, with $u$ and $g$ fixed, raises the formula's 1 K value from 1.34 to 1.40.

The chosen length matters more. With the other inputs fixed and $\Lambda=1/\xi_0$, $w\propto\xi_0^{-3}$. Raising $\xi_0$ to 0.8 nm lowers $w$ to 0.11 and the enhancement at 1 K to about 1.10.

To isolate the effect of dipolar forces, remove them while holding $T_c$, $c$ and $u$ fixed. The first correction relative to $u$ is then $\frac32uI=3u/(16\pi\sqrt r)$. It reaches one when
\begin{equation}
T-T_c=T_c\Big(\frac{3u\xi_0}{16\pi}\Big)^2=98\ \mathrm K,
\end{equation}
and by 1 K it has grown tenfold, to about 10. The integral used here has no cutoff. At 98 K $\sqrt r$ is about half of $\Lambda$, so the cutoff matters there: a spherical cutoff at $\Lambda$ moves the crossing to about 40 K. At 1 K it lowers the correction by only about 6\%. With dipolar forces, the logarithmic term at 1 K is $w\ln(\Lambda/\sqrt{t_r})=1.35$. That is still too large for a first-order correction, which is why the summed form (\ref{main}) is needed.

\section{What this means for crystals and capacitors}

Hafnia capacitors are a poor place to look for this law. Their ferroelectric phase generally forms through a structural transition that is not a continuous uniaxial one, and a polycrystalline film has no single polar axis. Even a film of the model crystal, with its polar axis normal to the plane, would not follow the bulk law. At a typical thickness of 10 nm, the mean-field $\xi_z$ fills the film 24 K above $T_c$. Waves that are uniform through the thickness then take over, and they fluctuate as in two dimensions. Between ideal electrodes these waves cost no dipolar energy, and the integral $I$ is already about twice its bulk value at 24 K. Closer to $T_c$ it grows as $1/r$ instead of as a logarithm, so the bulk enhancement of 1.34 at 1 K does not apply. Real electrodes and interfaces change the outcome further.

The field is a stronger limit. Nonlinearity matters when $BP^3\sim AP$, or $E^*=A^{3/2}B^{-1/2}$. In the model this is $4.6\times10^{-4}$ MV/cm at 1 K and grows as $(T-T_c)^{3/2}$. A typical device field of 1 MV/cm is about 2000 times larger and matches $E^*$ only some 170 K above $T_c$. For capacitor modelling at such fields, the nonlinear Landau terms and the real switching process need attention before critical logarithms do.

Mobile carriers change the critical dimension itself. If they equilibrate during the measurement, they replace $q_z^2/q^2$ by $q_z^2/(q^2+\kappa^2)$, with $\kappa$ the inverse Debye length. For $q\ll\kappa$ this is an ordinary gradient term, and the upper critical dimension returns to four. At $10^{15}$ cm$^{-3}$ the Debye length is 207 nm, which the mean-field $\xi_\perp$ reaches 0.003 K above $T_c$.

Two other effects are smaller for rough inputs. A soft mode of 0.005 eV changes the classical fluctuation strength by 0.1\%. A spontaneous strain of $10^{-3}$ with a stiffness of 100 GPa changes $B$ by about 5\% between clamped and free conditions. That estimate does not settle whether elastic coupling makes the transition weakly first order.

To look for the logarithm, use a thick, insulating single crystal with a continuous transition, and keep the probing field well below $E^*$. Thickness matters because any poorly polarizable layer at the electrodes acts in series with the crystal. In the model, a 1 nm layer of permittivity 20 on a 1 mm crystal lowers the apparent $T_c$ by 0.0005 K, which reduces the measured $\chi$ by 7\% at 0.01 K. In mean field, a field of $0.1E^*$ already lowers $\chi$ by 3\%, and in the model $E^*$ falls from about 460 V/cm at 1 K to 0.5 V/cm at 0.01 K. Equation (\ref{main}) predicts that $[\chi(T-T_c)]^3$ is linear in $\ln\chi$, once the background permittivity has been subtracted; a background of 20 left in the data would raise $\chi(T-T_c)$ by 1.6\% at 10 K. Between 10 K and 1 K the model enhancement grows by only 9\%, and an error of 0.01 K in $T_c$ already changes $\chi(T-T_c)$ by 1\% at 1 K. One decade of temperature can be fitted almost as well by a power slightly above one. Several decades, with a spread of $T_c$ across the sample far below the smallest $T-T_c$ used, are needed to tell the two apart. The data must also be precise: from 10 K down to 0.01 K above $T_c$, the best power law, with exponent 1.03 and $T_c$ shifted by 0.0003 K, still follows (\ref{main}) to within about 0.4\%; with $T_c$ held fixed it does so to within about 0.8\%. The numerical output below lists the remaining values.

\section*{Computed values}
\begin{verbatim}
TESTS (dimensionless)
dipole sum, 0 deg from z: 8.403, formula 8.378
dipole sum, 45 deg from z: 2.101, formula 2.094
dipole sum, 90 deg from z: -4.202, formula -4.189
power of r, dipolar, d=2.0: -0.5000
power of r, dipolar, d=2.5: -0.2516
power of r, short-range, d=3.0: -0.5000
power of r, short-range, d=3.5: -0.2518
dipolar d=3.5, integral ratio for r/100: 1.0089
dipolar d=3, log slope * 8 pi g: 1.00000
direction spread of G: 0.759
direction spread, transform of G^2: 0.0106
direction spread, transform of G^3: 0.0003
flow at u/g=1: power of the logarithm 0.3358
flow enhancement at t=1e-32: 1.4777, formula 1.4752
EXAMPLE INPUTS (rough values; xi0 chosen)
Tc = 450 K, Curie constant = 10000 K
transverse relative permittivity = 20
polarization = 5.0 uC/cm2 at 300 K
transverse length amplitude xi0 = 0.50 nm
EXAMPLE RESULTS
kT at Tc = 0.0388 eV
g = 2.108 1/nm, cutoff = 2.000 1/nm
u = 15.65 1/nm, u/g = 7.422, w = 0.4430
T-Tc = 10 K: xi_perp 3.73 nm, xi_z 29.3 nm
  chi/mean-field: log formula 1.236, flow 1.267
  effective exponent 1.0406, u(l)/u 0.529
T-Tc = 1 K: xi_perp 12.29 nm, xi_z 318.3 nm
  chi/mean-field: log formula 1.342, flow 1.392
  effective exponent 1.0315, u(l)/u 0.414
T-Tc = 0.1 K: xi_perp 40.15 nm, xi_z 3398.7 nm
  chi/mean-field: log formula 1.433, flow 1.505
  effective exponent 1.0257, u(l)/u 0.340
T-Tc = 0.01 K: xi_perp 130.47 nm, xi_z 35888.7 nm
  chi/mean-field: log formula 1.513, flow 1.609
  effective exponent 1.0218, u(l)/u 0.289
xi_z at 1 K above Tc = 3183 angstrom
no dipoles: one-loop term equals u at T-Tc = 98.1 K
NEGLECTED EFFECTS (rough inputs)
10 nm film: mean-field xi_z fills it at T-Tc = 23.7 K
nonlinear field at 1 K above Tc = 4.61e-04 MV/cm
device field = 1.0 MV/cm, ratio = 2169
carriers 1e+15 1/cm3: Debye length 207 nm
xi_perp reaches Debye length at T-Tc = 0.0026 K
soft mode 0.005 eV: quantum shift 0.00139
strain 1e-03, stiffness 100 GPa: share of B 0.047
\end{verbatim}
